# Lattice-harmonic solution for the Berry-curvature Hall current in strong fields, part 1

(Sections cited here and not found follow in the second part.)

## First half: the distribution and its Hall current

A two-dimensional crystal carries electrons in one band, separated from all others by a gap. A static, uniform electric field $\mathbf E$ lies in the plane, and there is no magnetic field. The problem is to find the Hall current that the Berry curvature of the band produces when the field is too strong for an expansion about equilibrium.

Atomic units are used in the algebra, so $\hbar=e=1$ and the electron has charge $-1$. The band energy is $\varepsilon(\mathbf k)$, the cell-periodic Bloch state is $|u(\mathbf k)\rangle$, and the Berry connection and curvature are

$$\mathbf A=i\langle u|\nabla u\rangle,\qquad \Omega=\partial_xA_y-\partial_yA_x=i\big(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\big).$$

Here $\nabla$ and $\partial_a$ act on $\mathbf k$. All formulas are for one spin species; a spin degeneracy $g$ multiplies the currents at the end.

### (a) How does an electron move?

*Find $\dot{\mathbf k}$ and the mean velocity of an electron in the band, to first order in the field.*

**Solution.** Describe the field by a uniform vector potential, $\mathbf E=-\partial_t\mathbf A_{\rm em}$, so that $\mathbf A_{\rm em}=-\mathbf Et$. For charge $-1$ the momentum enters the Hamiltonian as $\mathbf p+\mathbf A_{\rm em}$. A Bloch electron therefore sees the Hamiltonian $H(\mathbf k)$ with a moving argument,

$$\mathbf k(t)=\mathbf k_0-\mathbf Et,\qquad \dot{\mathbf k}=-\mathbf E .$$

Let $|m\rangle$ denote the eigenstates of $H(\mathbf k)$, with energies $\varepsilon_m$, and let $|n\rangle=|u\rangle$ be the band in question. For slow motion write

$$|\psi\rangle=e^{i\varphi}\Big(|n\rangle+\sum_{m\ne n}c_m|m\rangle\Big),\qquad \dot\varphi=-\varepsilon_n+O(E),$$

with $c_m$ of first order in $E$. Project $i\partial_t|\psi\rangle=H|\psi\rangle$ on $|m\rangle$. The time derivative of $c_m$ and the products of $c_m$ with $\dot{\mathbf k}$ are of second order and are dropped. This leaves

$$i\dot{\mathbf k}\cdot\langle m|\nabla n\rangle+\varepsilon_nc_m=\varepsilon_mc_m
\quad\Rightarrow\quad
c_m=\frac{i\dot{\mathbf k}\cdot\langle m|\nabla n\rangle}{\varepsilon_m-\varepsilon_n}.$$

The velocity operator is $\nabla H$. Its mean value is

$$v_a=\partial_a\varepsilon_n+\sum_{m\ne n}\big(\langle n|\partial_aH|m\rangle c_m+\text{c.c.}\big).$$

The matrix element follows by differentiating $H|m\rangle=\varepsilon_m|m\rangle$ and projecting on $\langle n|$:

$$\langle n|\partial_aH|m\rangle=(\varepsilon_m-\varepsilon_n)\langle n|\partial_am\rangle=-(\varepsilon_m-\varepsilon_n)\langle\partial_an|m\rangle .$$

The last step uses $\partial_a\langle n|m\rangle=0$. The energy denominators cancel, and

$$v_a=\partial_a\varepsilon_n+\sum_b\dot k_b\sum_{m\neq n}\big(-i\langle\partial_an|m\rangle\langle m|\partial_bn\rangle+\text{c.c.}\big).$$

The term $m=n$ may be added freely. Normalization makes $\langle n|\partial_bn\rangle$ imaginary, so the product $\langle\partial_an|n\rangle\langle n|\partial_bn\rangle$ is real, and $-i$ times a real number cancels against its complex conjugate. The sum over $m$ is then complete:

$$v_a=\partial_a\varepsilon-i\sum_b\dot k_b\big(\langle\partial_au|\partial_bu\rangle-\langle\partial_bu|\partial_au\rangle\big).$$

Comparison with the definition of $\Omega$ gives $v_x=\partial_x\varepsilon-\dot k_y\Omega$ and $v_y=\partial_y\varepsilon+\dot k_x\Omega$. With $\dot{\mathbf k}=-\mathbf E$,

$$v_x=\partial_x\varepsilon+E_y\Omega,\qquad v_y=\partial_y\varepsilon-E_x\Omega .$$

The second terms are perpendicular to the field. This velocity law is of first order in $E$, and that limits everything below. Changes of $\varepsilon$ and $\Omega$ caused by the field itself, and tunnelling to other bands, are left out.

### (b) What is the steady distribution?

*Collisions restore the equilibrium Fermi function $f_0(\mathbf k)$ at the rate $1/\tau$, with the same $\tau$ for every state. Find the steady distribution without expanding in the field.*

**Solution.** In a uniform steady state the Boltzmann equation is $\dot{\mathbf k}\cdot\nabla f=-(f-f_0)/\tau$. With $\dot{\mathbf k}=-\mathbf E$ it becomes

$$f-\tau\mathbf E\cdot\nabla f=f_0 .$$

Functions on the Brillouin zone are periodic, so they can be expanded in harmonics labelled by the lattice vectors $\mathbf R$:

$$f_0(\mathbf k)=\sum_{\mathbf R}f^0_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad
f^0_{\mathbf R}=V_c\int\!\frac{d^2k}{(2\pi)^2}\,f_0(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R}.$$

$V_c$ is the cell area, and the integral covers one zone. The gradient multiplies each harmonic by $i\mathbf R$, so different harmonics do not mix:

$$\boxed{\,f_{\mathbf R}=\frac{f^0_{\mathbf R}}{1-i\tau\mathbf E\cdot\mathbf R}\,}$$

The denominator has modulus at least one, so the solution exists and is unique for every field. At $\mathbf R=0$ it equals one: the collisions conserve the density.

A second form shows what the solution means. Since $1/(1-iz)=\int_0^\infty e^{-u}e^{izu}du$ for real $z$, resumming the harmonics gives

$$f(\mathbf k)=\int_0^\infty\!du\,e^{-u}f_0(\mathbf k+u\tau\mathbf E).$$

An electron now at $\mathbf k$ was at $\mathbf k+u\tau\mathbf E$ a time $u\tau$ ago, and $e^{-u}$ is the probability that it has not collided since. As an average of values of $f_0$, $f$ stays between 0 and 1.

The harmonic $\mathbf R$ is controlled by $\mathbf E\cdot\mathbf R$, the potential energy drop across the lattice vector $\mathbf R$, measured against the collision rate $1/\tau$. Among lattice vectors along one direction, not perpendicular to the field, the long harmonics, which describe sharp features of $f_0$, are damped at weaker fields than the short ones.

### (c) What Hall current follows?

*Express the current due to the curvature as a real sum over lattice vectors.*

**Solution.** The current is $\mathbf j=-\int\frac{d^2k}{(2\pi)^2}f\mathbf v$. The curvature terms of part (a) contribute

$$j_x=-E_y\sigma_H,\qquad j_y=E_x\sigma_H,\qquad \sigma_H=\int\!\frac{d^2k}{(2\pi)^2}\,f\,\Omega ,$$

that is, $\mathbf j=\sigma_H\,\hat{\mathbf z}\times\mathbf E$. The curvature does not depend on the phase chosen for $|u\rangle$, so it is periodic and has harmonics $\Omega_{\mathbf R}$. Because $\Omega$ is real, $\Omega_{-\mathbf R}=\Omega^*_{\mathbf R}$. The zone integral of $e^{i\mathbf k\cdot(\mathbf R+\mathbf R')}$ is $1/V_c$ if $\mathbf R'=-\mathbf R$ and zero otherwise, hence

$$\sigma_H(\mathbf E)=\frac1{V_c}\sum_{\mathbf R}\frac{f^0_{\mathbf R}\Omega^*_{\mathbf R}}{1-iz_{\mathbf R}},\qquad z_{\mathbf R}=\tau\mathbf E\cdot\mathbf R .$$

Write $f^0_{\mathbf R}\Omega^*_{\mathbf R}=A_{\mathbf R}+iB_{\mathbf R}$ and multiply numerator and denominator by $1+iz_{\mathbf R}$. The numerator becomes

$$(A_{\mathbf R}+iB_{\mathbf R})(1+iz_{\mathbf R})=A_{\mathbf R}-z_{\mathbf R}B_{\mathbf R}+i(B_{\mathbf R}+z_{\mathbf R}A_{\mathbf R}).$$

Reversing $\mathbf R$ conjugates $f^0_{\mathbf R}\Omega^*_{\mathbf R}$, so $A$ is even in $\mathbf R$ and $B$ is odd, as is $z$. The imaginary part is therefore odd and sums to zero:

$$\boxed{\,\sigma_H(\mathbf E)=\frac1{V_c}\sum_{\mathbf R}\frac{A_{\mathbf R}-z_{\mathbf R}B_{\mathbf R}}{1+z_{\mathbf R}^2}\,}$$

The $A$ terms are Lorentzians in the field strength. The $B$ terms carry the dispersive factor $z/(1+z^2)$, which rises linearly, is largest at $z=1$ and then falls. The formula holds at any field for the kinetic equation and velocity law stated above.

### (d) What does symmetry leave?

*Find which terms survive when the band is symmetric under time reversal, and when it is symmetric under inversion.*

**Solution.** Suppose first that time reversal maps the band onto itself, so that $u(-\mathbf k)=u(\mathbf k)^*$ up to a phase. Then $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$. Up to a gauge term the connection at $-\mathbf k$ is

$$i\langle u^*(\mathbf k)|(-\nabla)u^*(\mathbf k)\rangle=-i\langle u|\nabla u\rangle^*=i\langle u|\nabla u\rangle=\mathbf A(\mathbf k).$$

The connection is even, and its curl is odd: $\Omega(-\mathbf k)=-\Omega(\mathbf k)$. A real even function has real harmonics and a real odd one has imaginary harmonics. Hence $A_{\mathbf R}=0$, and the $B$ terms alone remain. They make $\sigma_H$ odd in the field and the Hall current $\sigma_H\hat{\mathbf z}\times\mathbf E$ even.

The current of the ordinary velocity $\nabla\varepsilon$ behaves oppositely. Since $f_0$ is even, the path formula gives $f(\mathbf k;-\mathbf E)=f(-\mathbf k;\mathbf E)$. Multiplying by the odd function $\nabla\varepsilon$ and integrating reverses the sign of that current. In this model, then, $\tfrac12[\mathbf j(\mathbf E)+\mathbf j(-\mathbf E)]$ is the Berry current.

Under inversion, $u(-\mathbf k)=Pu(\mathbf k)$ with a fixed unitary $P$. The connection is then odd and the curvature even, so $\Omega_{\mathbf R}$ is real, $B_{\mathbf R}=0$, and $\sigma_H$ is a sum of pure Lorentzians. With both symmetries $\Omega$ is both odd and even, and vanishes.

### (e) Weak fields, and the fate of the power series

*For a time-reversal-symmetric band, find the leading Hall current. Then decide whether the full power series in the field converges.*

**Solution.** To first order the kinetic equation gives $f=f_0+\tau\mathbf E\cdot\nabla f_0$. The term $\int f_0\Omega$ vanishes because its integrand is odd. For a field along $x$, integrate by parts; the boundary terms cancel by periodicity:

$$\sigma_H\simeq\tau E\int\!\frac{d^2k}{(2\pi)^2}\,\Omega\,\partial_xf_0=-\tau ED,\qquad
D=\int\!\frac{d^2k}{(2\pi)^2}\,f_0\,\partial_x\Omega .$$

Thus $j_y\simeq-\tau E^2D$. The length $D$ is the $x$ component of the Berry-curvature dipole. A threefold rotation axis would leave $f_0$ and $\Omega$ unchanged while rotating the vector $\int f_0\nabla\Omega$, which must then vanish. The $E^2$ current needs lower symmetry. Higher orders need not vanish: a cubic form such as $E_x^3-3E_xE_y^2$ is unchanged by the threefold rotation, so $\sigma_H$ may contain it and the Hall current may begin at order $E^4$.

For the higher orders take a square lattice of period $a$, with $\mathbf R=a(n,m)$, and define

$$\chi=Ea\tau,\qquad S_n=\frac1{a^2}\sum_mf^0_{nm}\Omega^*_{nm},\qquad \sigma_H=\sum_n\frac{S_n}{1-in\chi}.$$

Expanding each fraction gives the coefficients $c_j=\sum_nS_n(in)^j$ of $\chi^j$. Consider the function $G(t)=\sum_nS_ne^{int}$. At nonzero temperature, with a gap, $f_0$ and $\Omega$ are analytic near the real zone. The $S_n$ then decay exponentially and the Taylor coefficients of $G$ are $c_j/j!$.

Suppose that the series for $\sigma_H$ had a nonzero radius of convergence. Then $|c_j|\le C\rho^{-j}$ for some $C$ and $\rho>0$, so $G$ would be entire, with $|G(t)|\le Ce^{|t|/\rho}$. In $S_n=\frac1{2\pi}\int_{-\pi}^{\pi}G(t)e^{-int}dt$ with $n>0$, periodicity allows the path to be moved from $t$ to $t-i\eta$. This gives

$$|S_n|\le C\,e^{(\pi+\eta)/\rho}\,e^{-n\eta}.$$

For $n>1/\rho$ the right side tends to zero as $\eta\to\infty$, so $S_n=0$. Negative $n$ follow by conjugation. A nonzero radius therefore requires a finite number of harmonics along the field. If infinitely many $S_n$ are nonzero, the power series diverges at every nonzero field.

It is still useful as an asymptotic series. The geometric sum shows that stopping $1/(1-iz)$ before order $J$ leaves an error $|z|^J/|1-iz|\le|z|^J$, so the error in $\sigma_H$ is at most $\sum_n|S_n||n\chi|^J$. This tends to zero as $\chi^J$ when $J$ is fixed, but not when $J$ grows at fixed $\chi$. The sum over harmonics has no such difficulty.

## Second half: strong fields, energy loss and a worked case

The symbols carried over are these. The field $\mathbf E$ acts on charge $-1$ with relaxation time $\tau$; $f_0$ is the equilibrium distribution and $f$ the steady one, with harmonics $f_{\mathbf R}=f^0_{\mathbf R}/(1-i\tau\mathbf E\cdot\mathbf R)$. The Berry current is $\mathbf j=\sigma_H\hat{\mathbf z}\times\mathbf E$, with $\sigma_H=\int\frac{d^2k}{(2\pi)^2}f\Omega=V_c^{-1}\sum_{\mathbf R}f_{\mathbf R}\Omega^*_{\mathbf R}$. For a square lattice of period $a$ and a field along $x$, $\chi=Ea\tau$ and $\sigma_H=\sum_nS_n/(1-in\chi)$. Time reversal makes $\varepsilon$ even and $\Omega$ odd in $\mathbf k$, and the weak-field current is then $j_y=-\tau E^2D$.

### (f) What happens in strong fields?

*Find the limit of $\sigma_H$ for large $E\tau$, first in general and then, more closely, for a time-reversal-symmetric band with the field along $x$.*

So far we have found the steady distribution and the Berry-curvature Hall current as sums over lattice harmonics, the terms that symmetry leaves, and the weak-field law, whose power series diverges if infinitely many harmonics along the field contribute. What remains is the strong-field limit asked for in (f), the effect of slower energy loss, and a worked example with numbers.
